# Why K-shell fluorescence yield rises from near zero to near one

## Scaling fixes the form of the answer

Take an atom whose electrons move in the field of a charge \(Z\), and use Hartree atomic units. Measuring lengths in units of \(1/Z\), \(\mathbf r=\boldsymbol\rho/Z\), turns the one-electron Hamiltonian into

\[
-\tfrac12\nabla_r^2-\frac Zr=Z^2\left(-\tfrac12\nabla_\rho^2-\frac1\rho\right).
\]

Energies scale as \(Z^2\), and the natural unit of time is \(Z^{-2}\). Two perturbations can fill a hole in the 1s shell.

- Electron repulsion is \(1/r_{12}=Z^2\,(1/Z)/\rho_{12}\). Its relative strength is \(1/Z\). A first-order rate is the square of this strength divided by the time unit, \((1/Z)^2Z^2=Z^0\).
- Dipole radiation has a rate proportional to \(\alpha^3E^3d^2\), where \(\alpha\) is the fine-structure constant, \(E\sim Z^2\) the photon energy and \(d\sim1/Z\) the dipole. This gives \(\alpha^3Z^6Z^{-2}=\alpha^3Z^4\).

The Auger rate \(A\) is therefore a pure number and the photon rate is \(R=C\alpha^3Z^4\). If \(N\) holes decay by both routes, \(\dot N=-(R+A)N\), so \(N=N_0e^{-(R+A)t}\). The fraction that gives photons is

\[
w=\frac1{N_0}\int_0^\infty RN\,dt=\frac{R}{R+A}=\frac{Z^4}{Z^4+Z_h^4},\qquad Z_h^4=\frac{A}{C\alpha^3}.
\]

Light atoms fluoresce weakly because \(\alpha^3\approx3.9\times10^{-7}\) is small. Heavy atoms fluoresce strongly because \(Z^4\) overcomes that factor. The Auger process does not switch off in heavy atoms; it is outrun.

Scaling leaves \(C\) and \(A\) open. They are found below for a full L shell, hydrogenic orbitals of one common charge, nonrelativistic dipole radiation and first-order repulsion.

## The photon rate

In a box of volume \(V\), one photon mode of frequency \(E\) and polarization \(\mathbf e\) has the squared emission matrix element \((2\pi/VE)|\mathbf e\cdot\mathbf p|^2\). The commutator \([\mathbf r,H]=i\mathbf p\) gives \(|\mathbf e\cdot\mathbf p|=E|\mathbf e\cdot\mathbf d|\) between the two orbitals, so the square becomes \((2\pi E/V)|\mathbf e\cdot\mathbf d|^2\). The wave number is \(\alpha E\), and the number of modes per unit energy and solid angle is \(V\alpha^3E^2/(2\pi)^3\). The golden rule then gives

\[
\frac{d\Gamma}{d\Omega}=2\pi\,\frac{2\pi E}{V}\,\frac{V\alpha^3E^2}{8\pi^3}|\mathbf e\cdot\mathbf d|^2=\frac{\alpha^3E^3}{2\pi}|\mathbf e\cdot\mathbf d|^2 .
\]

The two polarizations together contribute \(d^2\sin^2\theta\), whose integral over directions is \(8\pi d^2/3\). Each 2p electron thus has the rate \(\tfrac43\alpha^3E^3d^2\).

Write orbitals as \(u(r)Y_{lm}/r\). The angular integral between 1s and 2p\(_z\) is \(1/\sqrt3\), so \(d^2=D^2/3\) with \(D=\int u_{1s}\,r\,u_{2p}\,dr\). The dipole operator leaves spin unchanged, so three of the six 2p electrons can fill a hole of given spin. The factor 3 cancels the \(1/3\):

\[
R=\tfrac43\alpha^3E^3D^2 .
\]

With \(u_{1s}=2Z^{3/2}re^{-Zr}\) and \(u_{2p}=Z^{5/2}r^2e^{-Zr/2}/(2\sqrt6)\),

\[
D=\frac{Z^4}{\sqrt6}\int_0^\infty r^4e^{-3Zr/2}dr=\frac{Z^4}{\sqrt6}\,24\left(\frac{2}{3Z}\right)^5=\frac{256}{81\sqrt6\,Z},\qquad D^2=\frac{2^{15}}{3^9Z^2}.
\]

The photon energy is \(E=Z^2/2-Z^2/8=3Z^2/8\). Hence

\[
R=\frac43\cdot\frac{27Z^6}{512}\cdot\frac{32768}{19683\,Z^2}\,\alpha^3=\frac{256}{2187}\alpha^3Z^4=4.549\times10^{-8}Z^4 .
\]

## The Auger rate

One L electron drops into the hole and another leaves. Energy conservation gives the outgoing electron

\[
\varepsilon=2\left(-\frac{Z^2}{8}\right)+\frac{Z^2}{2}=\frac{Z^2}{4},\qquad k=\sqrt{2\varepsilon}=\frac{Z}{\sqrt2}.
\]

Its radial wave \(u_{\varepsilon l}\) is normalized per unit energy, with amplitude \(\sqrt{2/(\pi k)}\) at large distance. The golden rule is then \(2\pi|M|^2\) with no separate density of states.

**Radial integrals.** Let orbital \(a\) fill the hole and orbital \(b\) leave. Expand

\[
\frac1{r_{12}}=\sum_{kq}\frac{4\pi}{2k+1}\frac{r_<^k}{r_>^{k+1}}Y_{kq}^*(1)Y_{kq}(2).
\]

(Here \(k\) is the multipole order.) The 1s orbital is spherical, so the angular integral over particle 1 vanishes unless \(k=l_a\), \(q=m_a\), and then equals \(1/\sqrt{4\pi}\). The direct amplitude is

\[
M_{ab}=\sqrt{4\pi}\,G\,x,\quad x=\frac{I(l_a,l_b,l)}{2l_a+1},\quad G=\int Y_{lm}^*Y_{l_am_a}Y_{l_bm_b}d\Omega,
\]

\[
I(l_a,l_b,l)=\iint u_{1s}(r)u_a(r)\frac{r_<^{l_a}}{r_>^{l_a+1}}u_{\varepsilon l}(s)u_b(s)\,dr\,ds ,
\]

where \(r_<\) and \(r_>\) are the smaller and larger of \(r\) and \(s\). The exchange amplitude, with \(a\) and \(b\) interchanged, has the same \(G\) and \(y=I(l_b,l_a,l)/(2l_b+1)\).

**Why \(Z\) drops out.** A bound \(u\) is \(Z^{1/2}\) times a function of \(Zr\). The continuum wave is \(Z^{-1/2}\) times such a function, because its amplitude goes as \(k^{-1/2}\). In \(I\), three bound functions give \(Z^{3/2}\), the outgoing wave \(Z^{-1/2}\), the repulsion \(Z\), and the two integrations \(Z^{-2}\). The exponents add to zero. In terms of unit-normalized states in a box that shrinks as \(1/Z\), the squared matrix element grows as \(Z^2\) while the density of final states falls as \(Z^{-2}\). Stronger repulsion in a compact atom is paid for by level spacings that widen equally fast.

**Spin and angular sums.** Let the hole have spin up. For \(a,b\) in different subshells, two up spins give \((x-y)^2\); \(a\) up with \(b\) down gives \(x^2\); the reverse gives \(y^2\); two down spins give nothing. The sum is \(2(x^2+y^2-xy)\). Within one subshell \(x=y\), and counting each pair once halves the result. Using

\[
\sum_{m_am_bm}G^2=\frac{(2l_a+1)(2l_b+1)(2l+1)}{4\pi}\begin{pmatrix}l_a&l_b&l\\0&0&0\end{pmatrix}^2,
\]

the rate for each pair of subshells and each \(l\) is

\[
2\pi g(2l_a+1)(2l_b+1)(2l+1)\begin{pmatrix}l_a&l_b&l\\0&0&0\end{pmatrix}^2(x^2+y^2-xy),
\]

with \(g=1\) for the same subshell and \(g=2\) otherwise. The squared symbol is 1 for \((0,0,0)\), \(1/3\) for \((0,1,1)\) and \((1,1,0)\), and \(2/15\) for \((1,1,2)\). It vanishes for \((1,1,1)\), by parity.

**Numbers.** Integration with Coulomb waves gives \(I(0,0,0)=0.01990\), \(I(0,1,1)=0.01759\), \(I(1,0,1)=0.03103\), \(I(1,1,0)=-0.02999\) and \(I(1,1,2)=0.07344\). Therefore

\[
\begin{aligned}
A_{2s2s}&=2\pi(0.01990)^2=0.0025,\\
A_{2s2p}&=12\pi\left[0.01759^2+0.01034^2-(0.01759)(0.01034)\right]=0.0088,\\
A_{2p2p}&=2\pi\left[\tfrac13(0.02999)^2+\tfrac23(0.07344)^2\right]=0.0245,
\end{aligned}
\]

where \(0.01034=0.03103/3\). The total is \(A=0.0358\), a level width of 0.974 eV. The outgoing d wave alone supplies \(\tfrac{4\pi}{3}(0.07344)^2=0.0226\), about 63% of it. Separate radial integrations at \(Z=10\) and \(Z=40\), on the same unscaled grid, both return 0.03580, while the photon rate rises from \(4.549\times10^{-4}\) to 0.1165, the expected factor \(4^4=256\).

## Where the crossover falls

The two constants give

\[
Z_h=\left(\frac{0.03580}{4.549\times10^{-8}}\right)^{1/4}=29.8 .
\]

It is instructive to separate the factors: \(Z_h=\alpha^{-3/4}(0.0358/0.1171)^{1/4}=40.05\times0.744\). The fine-structure constant puts the crossover in the middle of the periodic table. The fourth root makes its position insensitive to the rest: doubling \(A\) would move \(Z_h\) by 19%.

The limits are

\[
w\simeq\left(\frac Z{Z_h}\right)^4\quad(Z\ll Z_h),\qquad 1-w\simeq\left(\frac{Z_h}Z\right)^4\quad(Z\gg Z_h).
\]

The formula gives 0.047 for Si, 0.473 for Cu, 0.798 for Mo and 0.974 for W. The approach to unity is algebraic, so some Auger emission remains at any finite \(Z\).

Writing \(w=1/(1+A/R)\) and differentiating gives the error rule

\[
\delta w=w(1-w)\,\delta\ln(R/A).
\]

For a light element, a 10% error in \(R/A\) is nearly a 10% relative error in \(w\). For a heavy one it hardly touches \(w\), but it passes almost in full to the Auger fraction \(1-w\).

## Open shells and multiple ionization

With \(q\) electrons in 2p and an average over which orbitals they occupy, the photon rate is multiplied by \(q/6\). The 2s2p Auger rate also gets \(q/6\), but the 2p2p rate gets \(q(q-1)/30\), the probability that both members of a pair are present.

For oxygen, \(q=4\):

\[
A=0.00249+\tfrac46(0.00884)+\tfrac{12}{30}(0.02448)=0.0182,\qquad R=\tfrac46(4.549\times10^{-8})8^4=1.24\times10^{-4}.
\]

The yield is 0.0068, against 0.0052 from the full-shell formula. Removing 2p electrons raises the yield here because Auger decay needs two electrons and radiation needs one. The trend cannot continue to \(q=0\): no 2p electron is then left to radiate, and the L-shell dipole yield is zero. The \(Z^4\) law should not be extended to free atoms with an empty 2p shell.

The same counting matters when heavy ions create the K hole and knock out an L electron as well. For \(q=5\), with orbitals held fixed, \(A=0.00249+0.00737+0.01632=0.0262\), or 0.731 of the full-shell value, while \(R\) falls to 0.833. The ratio \(R/A\) rises by 14%, and the hydrogenic yield of Cu goes from 0.47 to 0.51. A yield for single vacancies should therefore not be carried over unexamined to heavy-ion excitation.

## Screened atoms

Outer electrons do not feel the full nuclear charge. To size this, five free atoms were computed with all orbitals and outgoing waves in a Thomas-Fermi field,

\[
V(r)=-\frac1r\max\left[\frac{Z}{(1+ar/\ell)^2},\,1\right],\quad \ell=\tfrac12\left(\tfrac{3\pi}4\right)^{2/3}Z^{-1/3},\quad a=\left(\tfrac\pi8\right)^{2/3}.
\]

The screening function is an approximation whose constant \(a\) makes the Thomas-Fermi electron number equal \(Z\); the lower limit 1 supplies the Coulomb tail. Transition energies are orbital-energy differences. The L and M shells are included, with 2p\(^4\) for O, 3s\(^2\)3p\(^2\) for Si and a full M shell for Cu, Mo and W. The widths are partial widths of the K level.

| Atom | Photon width (eV) | Auger width (eV) | Yield |
|---|---:|---:|---:|
| O | 0.00019 | 0.018 | 0.011 |
| Si | 0.018 | 0.28 | 0.061 |
| Cu | 0.66 | 0.72 | 0.478 |
| Mo | 3.4 | 0.93 | 0.787 |
| W | 39 | 1.20 | 0.970 |

For Cu the arithmetic is \(0.655/(0.655+0.716)=0.478\), and the hole lives 0.48 fs.

From Si to W the photon width grows by a factor of about 2100 and the Auger width by about 4. "Nearly independent of \(Z\)" is thus a statement about contrast. Between Si and Cu the mean growth exponents are 4.9 for photons and 1.3 for Auger decay; between Cu and W they are 4.4 and 0.55. An effective charge \(Z-s\) with constant \(s\) gives a photon exponent above 4, since \(d\ln(Z-s)^4/d\ln Z=4Z/(Z-s)\). This describes the 2p part of the rate, for which \(s\) drifts only from 3.0 in Si to 2.4 in W and the exponents are 4.8 and 4.3. The remainder comes from 3p emission, which lifts the total W photon width 5% above the unscreened L-shell value. The Auger rate from L pairs alone is 0.29, 0.60, 0.72 and 0.84 of the hydrogenic constant for Si, Cu, Mo and W, so it climbs towards the unscreened limit. Filling the M shell between Si and Cu adds further Auger channels.

The simple formula survives in Cu because the two total rates happen to be reduced alike. This is partly a cancellation. Screening lowers the L-pair Auger rate to 0.60 of its hydrogenic value and the 2p photon rate to 0.68. M-shell electrons, absent from the hydrogenic model, add to both totals and make up part of each loss, more of it on the Auger side. The hydrogenic photon width is \(4.549\times10^{-8}\times29^4\) atomic units, or 0.875 eV. The screened calculation gives 0.75 of that, and 0.735 of the hydrogenic Auger width. The ratio changes by 2%. In Si the two factors are 0.38 and 0.29, and \(R/A\) rises by about 32%. Agreement in the yield does not certify the separate widths.

## How far to trust the numbers

As rough values, real K yields are below 0.01 for O, 0.05 for Si, 0.44 for Cu, 0.77 for Mo and 0.96 for W. The model follows this course and lies somewhat high. Its total Cu width of 1.37 eV is near the real value of roughly 1.5 eV. Its total oxygen width is far too small: the real K width is of order 0.1 eV, several times the model's 0.018 eV, so the tabulated oxygen widths should not be used. Two defects share the shortfall. The Thomas-Fermi field has no exchange and binds the oxygen 2p electron by only 0.19 hartree, with a mean radius of 2.6 bohr; a self-consistent field with local exchange gives 0.4 to 0.5 hartree, 1.2 to 1.4 bohr and, still without the hole, a width of 0.07 to 0.08 eV. The field of the K hole, also left out, raises that to 0.12 to 0.15 eV. Adding the hole field to the Thomas-Fermi potential gives 0.13 eV, largely because it also repairs the over-diffuse orbitals. Films also break the free-atom assumption. In an oxide, oxygen holds more than four 2p electrons. Going from four to six lowers the hydrogenic yield by about a quarter, and the screened yield by about a fifth if the field of the K hole is included. Without that field the screened yield rises by about 8%, but this comes from the over-diffuse 2p orbital: a self-consistent field with local exchange, held fixed, gives a fall of about 15% without the hole and about 20% with it. A free-atom model does not settle the size of the change in a real oxide.

Several omissions can be sized within the model:

- Adding the field of the K hole to all orbitals changes the yield from 0.0605 to 0.0580 in Si and from 0.4778 to 0.4783 in Cu. The widths are much less stable: the Auger width grows by a factor of 7.5 in O, 1.6 in Si and 1.16 in Cu. The light-atom factors are inflated by the Thomas-Fermi field; with self-consistent local exchange they are about 1.75 in O and 1.3 in Si. The growth exponents between Si and Cu become 4.5 for photons and 0.8 for Auger decay, instead of 4.9 and 1.3.
- Adding full 4s and 4p shells changes the yield from 0.7869 to 0.7848 in Mo and from 0.9702 to 0.9695 in W.
- Relativity enters at relative order \((\alpha Z)^2\), which is 0.045 for Cu, 0.094 for Mo and 0.29 for W. If the Auger rate rose by this fraction, the yields would fall by about 0.011, 0.015 and 0.008. This is a size estimate; neither the sign nor the coefficient has been derived.
- Refining mesh and basis shifts the yields by at most about \(10^{-4}\) of their values, so numerical error is not the limit.

For W, the model's K-alpha energy of 54.5 keV lies below the real value of roughly 59 keV. Since \(R\propto E^3\), that difference alone would change the photon rate by about a quarter at fixed dipole. The dipole does not stay fixed, however: for Dirac hydrogenic 1s and 2p\(_{3/2}\) orbitals at \(Z=74\), in the long-wavelength limit, \(E^3\) rises by a factor of 1.36 while \(D^2\) falls to 0.78, leaving a net change of about 6%. The yield is protected by the factor \(w(1-w)\approx0.03\); the Auger fraction is not, and the model's 0.030 for W lies about a quarter below the real value of roughly 0.04. Correlation, nonlocal exchange and multiplet structure are also left out.

## What to do in film measurements

**Budget vacancies, then photons.** One million K vacancies give roughly 10,000 photons in O, 60,000 in Si and 500,000 in Cu, according to the model. At equal detection efficiency, O needs roughly 50 times as many vacancies as Cu for equal counts. Absorption in the film and detector window changes this ratio and must be included separately.

**Calibrate light elements with the same element.** The error rule shows that their yields inherit the full uncertainty of \(R/A\). A standard of known areal density cancels the yield if its chemical state, excitation, geometry and absorption match those of the sample. If the chemical state differs, the open-shell result warns that the yield itself may move.

**Consider electrons for light elements near a surface.** Almost every K vacancy in O or Si ends in an Auger electron, so the emission probability is favourable. Such electrons keep their energy over a depth of roughly nanometres, which suits a thin layer and not a buried one.

**For heavy elements, look to excitation.** A K hole in W almost certainly gives a photon, but making one takes roughly 70 keV. If the source cannot supply that, L lines must be used. Their yields involve different holes and decay channels, and the K-shell formula does not apply to them.

The remaining values are listed in the numerical output.

## Numbers as computed

```
HYDROGENIC MODEL, full L shell (atomic units)
photon coefficient R/(alpha^3 Z^4) = 256/2187 = 0.11706
alpha^3 = 3.8859e-07;  R/Z^4 = 4.5487e-08 au
radial integrals (l filling, l leaving, l outgoing), au:
  (0, 0, 0): +0.01990
  (0, 1, 1): +0.01759
  (1, 0, 1): +0.03103
  (1, 1, 0): -0.02999
  (1, 1, 2): +0.07344
Auger rate from 2s2s 0.00249, 2s2p 0.00884, 2p2p 0.02448 au
Auger rate A = 0.03580 au = 0.9742 eV width
direct integration: A(Z=10) = 0.03580, A(Z=40) = 0.03580 au
direct integration: R(Z=10) = 4.5487e-04, R(Z=40) = 1.1645e-01 au
box check of squared 2s2s integral: 0.000396 against 0.000396 au
half-yield charge Zh = 29.79
  O  Z=8: hydrogenic yield 0.00518
  Si Z=14: hydrogenic yield 0.04654
  Cu Z=29: hydrogenic yield 0.47330
  Mo Z=42: hydrogenic yield 0.79812
  W  Z=74: hydrogenic yield 0.97442
O with four 2p electrons, hydrogenic: yield 0.00679
SCREENED ATOMS (Thomas-Fermi field, L and M shells)
  O  K-alpha 0.471 keV, photon width 1.891e-04 eV, Auger width 0.018 eV, yield 0.0106
  Si K-alpha 1.684 keV, photon width 1.821e-02 eV, Auger width 0.283 eV, yield 0.0605
  Cu K-alpha 7.957 keV, photon width 6.552e-01 eV, Auger width 0.716 eV, yield 0.4778
  Mo K-alpha 17.135 keV, photon width 3.439e+00 eV, Auger width 0.931 eV, yield 0.7869
  W  K-alpha 54.483 keV, photon width 3.902e+01 eV, Auger width 1.197 eV, yield 0.9702
Auger rate from L pairs alone / hydrogenic A: O 0.018, Si 0.285, Cu 0.601, Mo 0.719, W 0.843
growth exponent in Z, Si to Cu: photon 4.92, Auger 1.28
growth exponent in Z, Cu to W: photon 4.36, Auger 0.55
Cu: lifetime of the K hole 0.480 fs
SIZE OF NEGLECTED EFFECTS
largest relative yield shift, finer mesh and basis: 1.0e-04
yield with the field of the K hole added: O 0.0101, Si 0.0580, Cu 0.4783, Mo 0.7884, W 0.9705
yield with 4s and 4p shells added: Mo 0.7848, W 0.9695
  Cu: (alpha Z)^2 = 0.045; yield if Auger rate is raised by this fraction 0.4669
  Mo: (alpha Z)^2 = 0.094; yield if Auger rate is raised by this fraction 0.7715
  W: (alpha Z)^2 = 0.292; yield if Auger rate is raised by this fraction 0.9619
```
